# Energy, eigenvalue, dipole and force errors of an unconverged self-consistent field, part 1

(Sections cited here and not found follow in the later parts.)

## The form of the answer

Let a real vector $\kappa$ measure how far the occupied orbitals of an unconverged self-consistent field (SCF) are from the converged ones, with $\kappa=0$ at convergence. Suppose the converged state is a minimum of the energy. Then the energy error $\Delta E$ is non-negative at $\kappa$ and also at $-\kappa$. A term $a\cdot\kappa$ linear in $\kappa$ changes sign under $\kappa\to-\kappa$ and dominates all higher terms for small $\kappa$, so it would make $\Delta E$ negative on one side. Hence $a=0$, and $\Delta E$ starts at second order. An orbital eigenvalue, a dipole moment or a force is not minimised by the SCF solution. Nothing forbids it to rise on one side of $\kappa=0$ and fall on the other, so its error $\delta Q$ can start at first order, and does so along any direction in which its linear coefficient is nonzero. That coefficient can vanish, for example by spatial symmetry or, for an eigenvalue, in the absence of electron interaction. Along a fixed direction where the leading coefficients are nonzero, eliminating the size of $\kappa$ between $\Delta E\propto|\kappa|^2$ and $\delta Q\propto|\kappa|$ gives $\delta Q^2\propto\Delta E$.

Dimensions fix the nature of the constant. For a force, $\delta Q^2/\Delta E$ has the unit $(E_h/\text{bohr})^2/E_h=E_h/\text{bohr}^2$, that of a force constant. For a dipole it has the unit $(e\,\text{bohr})^2/E_h$, that of a polarizability, which is $\text{bohr}^3$ in atomic units. For an eigenvalue it has the unit of energy. The answer therefore has the form $|\delta Q|\lesssim\sqrt{2S_Q\,\Delta E}$, where $S_Q$ is a force constant, a polarizability or an energy. The argument does not say which force constant, whether the relation is an equality or a bound, or which energy is meant by $\Delta E$. The theorem below settles these points.

## Setting and assumptions

Atomic units are used. The system is a closed shell with $N=2n_o$ electrons, treated by restricted Hartree–Fock (RHF) theory with real orbitals in a finite orthonormal basis of $n=n_o+n_v$ functions. The basis does not depend on the nuclear positions or on applied fields, except in the remark on Pulay terms. Indices $i,j$ label occupied orbitals, $a,b$ virtual orbitals and $p,q,r,s$ any orbital. Two-electron integrals are

$$(pq|rs)=\iint \phi_p(\mathbf r)\phi_q(\mathbf r)\,\frac{1}{|\mathbf r-\mathbf r'|}\,\phi_r(\mathbf r')\phi_s(\mathbf r')\,d^3r\,d^3r',$$

and for real functions they are unchanged by $p\leftrightarrow q$, by $r\leftrightarrow s$ and by $pq\leftrightarrow rs$.

The columns of an orthogonal matrix $C$ are the orbitals, the first $n_o$ columns $C_{\rm occ}$ being doubly occupied. The density matrix is $D=2C_{\rm occ}C_{\rm occ}^{T}$. It satisfies $\operatorname{tr}D=N$ and $(D/2)^2=D/2$; a symmetric matrix with these two properties is called admissible. For any symmetric $D$ define

$$G[D]_{pq}=\sum_{rs}\Big[(pq|rs)-\tfrac12(pr|qs)\Big]D_{rs},\qquad F[D]=h+G[D],$$

$$E[D]=\operatorname{tr}hD+\tfrac12\operatorname{tr}D\,G[D]+E_{nn},$$

where $h$ is the kinetic plus electron–nucleus operator and $E_{nn}$ the nuclear repulsion. In the basis of its own orbitals an admissible $D$ has $D_{ij}=2\delta_{ij}$ and zeros elsewhere, and then $E=2\sum_i h_{ii}+\sum_{ij}[2(ii|jj)-(ij|ij)]+E_{nn}$, the energy of the closed-shell determinant.

The assumptions on the reference state $D_0$, with $F_0=F[D_0]$ and $E_0=E[D_0]$, are these.

(A1) $D_0$ is converged: the virtual–occupied block of $F_0$ vanishes in the orbitals of $D_0$. Rotations among occupied orbitals alone, or among virtual orbitals alone, leave $D_0$ unchanged, so they can be chosen to diagonalise the two remaining blocks. The resulting canonical orbitals $C_0$ give $(F_0)_{pq}=\varepsilon_p\delta_{pq}$. All matrices are written in this basis unless stated otherwise.

(A2) There is a gap, $\varepsilon_a-\varepsilon_i>0$ for all $a,i$.

(A3) The matrix $H$ defined below is positive definite, with lowest eigenvalue $h_{\min}>0$.

(A4) The level $\varepsilon_p$ whose error is studied is nondegenerate.

(A5) The approximate density matrix $D$ is admissible and close to $D_0$.

Three quantities are evaluated on $D$. The eigenvalue $\varepsilon_p(D)$ is the eigenvalue of $F[D]$ that goes to $\varepsilon_p$ as $D\to D_0$. The dipole is $\mu(D)=\sum_B Z_BR_B-\operatorname{tr}zD$, with $R_B$ the $z$ coordinate of nucleus $B$ and $z$ the matrix of the electron coordinate; the minus sign is the electron charge. The Hellmann–Feynman force on nucleus $A$ along $z$ is

$$\mathcal F(D)=-\operatorname{tr}h'D-E_{nn}',\qquad h'=\frac{\partial h}{\partial R_A}=-Z_A\,\frac{z-R_A}{|\mathbf r-\mathbf R_A|^3},$$

where the last form follows from the term $-Z_A/|\mathbf r-\mathbf R_A|$ in $h$ and from $\partial_{R_A}|\mathbf r-\mathbf R_A|^{-1}=(z-R_A)/|\mathbf r-\mathbf R_A|^3$. The electronic part is thus $+Z_A\int\rho\,(z-R_A)/|\mathbf r-\mathbf R_A|^3\,d^3r$, a pull toward the electrons.

An $n_v\times n_o$ matrix $\kappa_{ai}$ is also read as a vector with compound index $(ai)$ and length $|\kappa|^2=\sum_{ai}\kappa_{ai}^2$. The symbol $O(m)$ means $O(|\kappa|^m)$. Define symmetric matrices on such vectors by

$$\Omega_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij},\qquad W_{ai,bj}=4(ai|bj)-(ab|ij)-(aj|bi),$$

$$M=\Omega+W,\qquad H=4M .$$

## The theorem

**Theorem.** Under (A1)–(A5), $D=2C_{\rm occ}C_{\rm occ}^T$ with $C=C_0e^{K}$, $K_{ai}=-K_{ia}=\kappa_{ai}$, $K_{ij}=K_{ab}=0$, and the density error $\delta D=D-D_0$ has Frobenius norm $\|\delta D\|=2\sqrt2\,|\kappa|+O(3)$. Further:

(a) $\Delta E=E[D]-E_0=\tfrac12\kappa^TH\kappa+O(3)$.

(b) For $Q=\varepsilon_p,\ \mu,\ \mathcal F$ the error $\delta Q=Q(D)-Q(D_0)$ equals $g_Q\cdot\kappa+O(2)$, with

$$(g_\varepsilon)_{ai}=4(pp|ai)-2(pa|pi),\qquad (g_\mu)_{ai}=-4z_{ai},\qquad (g_{\mathcal F})_{ai}=-4h'_{ai}.$$

(c) $|\delta Q|\le\sqrt{2S_Q\,\Delta E}+O(\Delta E)$ with $S_Q=g_Q^TH^{-1}g_Q$, and the leading term is attained when $\kappa$ is parallel to $H^{-1}g_Q$.

(d) $S_\mu$ is the static polarizability $\alpha_{zz}$, and $S_{\mathcal F}$ is the curvature of the energy in $R_A$ at frozen density matrix minus the curvature of the self-consistent energy.

(e) For level-shifted iteration with shift $b$, let $\lambda<1$ be the spectral radius of $1-P^{-1}M$, $P=\Omega+b$, and let $\tau=E_n-E_{n+1}$ be the energy change between iterations. To leading order in $\kappa$,

$$\Delta E_{n+1}\le\frac{\lambda^2}{1-\lambda^2}\,\tau,\qquad |\delta Q_{n+1}|\le\sqrt{\frac{2S_Q\lambda^2}{1-\lambda^2}\,\tau}.$$

The statement that force accuracy scales as the square root of the energy tolerance is true in the sense of (c) and (e): it is a sharp upper bound, it is a proportionality along any fixed direction of $\kappa$ with $g_Q\cdot\kappa\neq0$, it needs an admissible density, and the tolerance is tied to the true energy error only through the convergence rate $\lambda$.

## Lemmas

**Lemma 1 (parametrisation).** Every admissible $D$ near $D_0$ has the stated exponential form, and in blocks (occupied first)

$$\delta D=2\begin{pmatrix}-\kappa^T\kappa+O(4)&\kappa^T+O(3)\\ \kappa+O(3)&\kappa\kappa^T+O(4)\end{pmatrix}.$$

*Proof.* With $K=\begin{pmatrix}0&-\kappa^T\\ \kappa&0\end{pmatrix}$, block multiplication gives $K^2=\operatorname{diag}(-\kappa^T\kappa,\,-\kappa\kappa^T)$. Let $\Theta=(\kappa^T\kappa)^{1/2}$. The occupied block column of $K^{2m}$ is $\big((-\Theta^2)^m;\,0\big)$, and that of $K^{2m+1}=K\,K^{2m}$ is $\big(0;\,\kappa(-\Theta^2)^m\big)$. Dividing by $(2m)!$ and $(2m+1)!$ and summing,

$$C_{\rm occ}=\begin{pmatrix}\cos\Theta\\ \kappa\,\Theta^{-1}\sin\Theta\end{pmatrix},$$

where $\Theta^{-1}\sin\Theta$ stands for its power series in $\Theta^2$. Since $K$ is antisymmetric, $e^K$ is orthogonal and $D$ is admissible. The blocks of $D/2=C_{\rm occ}C_{\rm occ}^T$ are $\cos^2\Theta=1-\kappa^T\kappa+O(4)$, then $\kappa\,\Theta^{-1}\sin\Theta\cos\Theta=\kappa+O(3)$, and $\kappa\,\Theta^{-2}\sin^2\Theta\,\kappa^T=\kappa\kappa^T+O(4)$. Subtracting $D_0/2=\operatorname{diag}(1,0)$ gives the stated form.

Conversely, an admissible $D/2$ projects on an $n_o$-dimensional subspace. Near $D_0$ the upper block of any basis of this subspace is invertible, so multiplication on the right by its inverse gives a basis of the form $(1;\,T)$. Write the singular value decomposition $T=U\Sigma V^T$ and set $\kappa=U\arctan(\Sigma)V^T$. Then $\Theta$ has the right singular vectors as eigenvectors, with eigenvalues $\arctan\Sigma$, and $\kappa\,\Theta^{-1}\sin\Theta\,(\cos\Theta)^{-1}=U\Sigma V^T=T$. So $C_{\rm occ}(\cos\Theta)^{-1}=(1;\,T)$ spans the same subspace. Finally the two off-diagonal blocks each contribute $4|\kappa|^2+O(4)$ to $\|\delta D\|^2$ and the diagonal blocks contribute $O(4)$, so $\|\delta D\|^2=8|\kappa|^2+O(4)$. $\square$

The first-order part is written $\delta D^{(1)}$; its elements are $\delta D^{(1)}_{ai}=\delta D^{(1)}_{ia}=2\kappa_{ai}$. The density in space changes by $\delta\rho(\mathbf r)=\sum_{pq}\delta D_{pq}\phi_p\phi_q=4\sum_{ai}\kappa_{ai}\phi_a\phi_i+O(2)$, so an order in $\kappa$ is the same order in the density error. The lemma holds the structural fact behind the theorem: idempotency confines the first-order error to the virtual–occupied blocks, exactly where $F_0$ vanishes.

**Lemma 2 (exact expansion of the energy).** For symmetric $A,B$, $\operatorname{tr}A\,G[B]=\operatorname{tr}B\,G[A]$, and for any symmetric $\delta D$

$$E[D_0+\delta D]-E_0=\operatorname{tr}F_0\,\delta D+\tfrac12\operatorname{tr}\delta D\,G[\delta D].$$

*Proof.* $\operatorname{tr}A\,G[B]=\sum A_{pq}B_{rs}[(pq|rs)-\tfrac12(pr|qs)]$. Renaming $p\leftrightarrow r$, $q\leftrightarrow s$ turns this into $\sum A_{rs}B_{pq}[(rs|pq)-\tfrac12(rp|sq)]$, and $(rs|pq)=(pq|rs)$, $(rp|sq)=(pr|qs)$ make it $\operatorname{tr}B\,G[A]$. Because $G$ is linear,

$$\tfrac12\operatorname{tr}(D_0+\delta D)G[D_0+\delta D]=\tfrac12\operatorname{tr}D_0G[D_0]+\tfrac12\operatorname{tr}D_0G[\delta D]+\tfrac12\operatorname{tr}\delta D\,G[D_0]+\tfrac12\operatorname{tr}\delta D\,G[\delta D].$$

The two cross terms are equal and add to $\operatorname{tr}\delta D\,G[D_0]$, which combines with $\operatorname{tr}h\,\delta D$ into $\operatorname{tr}F_0\,\delta D$. $\square$

**Lemma 3 (response of the Fock matrix).** $G[\delta D^{(1)}]_{ai}=(W\kappa)_{ai}$ and $G[\delta D^{(1)}]_{pp}=g_\varepsilon\cdot\kappa$.

*Proof.* In the sum over $(r,s)$ only the pairs $(b,j)$ and $(j,b)$ contribute, each with weight $2\kappa_{bj}$. For a general element,

$$G[\delta D^{(1)}]_{pq}=\sum_{bj}2\kappa_{bj}\Big[(pq|bj)-\tfrac12(pb|qj)+(pq|jb)-\tfrac12(pj|qb)\Big]=\sum_{bj}\kappa_{bj}\Big[4(pq|bj)-(pb|qj)-(pj|qb)\Big].$$

For $(p,q)=(a,i)$ the bracket is $4(ai|bj)-(ab|ij)-(aj|ib)=W_{ai,bj}$, since $(aj|ib)=(aj|bi)$. For $q=p$ it is $4(pp|bj)-(pb|pj)-(pj|pb)=4(pp|bj)-2(pb|pj)$, which is $(g_\varepsilon)_{bj}$. $\square$

**Lemma 4 (residual).** Let $r_{ai}$ be the virtual–occupied block of $F[D]$ in the current orbitals $C_0e^K$. Then $r=M\kappa+O(2)$.

*Proof.* In the current orbitals the matrix is $e^{-K}(F_0+G[\delta D])e^{K}=F_0+(F_0K-KF_0)+G[\delta D^{(1)}]+O(2)$. Its $(a,i)$ element has $(F_0)_{ai}=0$ by (A1), $(F_0K-KF_0)_{ai}=\varepsilon_aK_{ai}-K_{ai}\varepsilon_i=(\Omega\kappa)_{ai}$, and $(W\kappa)_{ai}$ by Lemma 3. $\square$

**Lemma 5 (relaxation energy).** Let $\Phi(\kappa,s)$ be a smooth energy depending on a parameter $s$, with $\Phi(\kappa,0)=E_0+\tfrac12\kappa^TH\kappa+O(3)$ and $H$ positive definite. Let $Q(\kappa)=-\partial_s\Phi(\kappa,0)=Q_0+g\cdot\kappa+O(2)$ and $k_{\rm fr}=\partial_s^2\Phi(0,0)$. Then the relaxed energy $E(s)=\min_\kappa\Phi(\kappa,s)$, taken at the minimum near $\kappa=0$, obeys $-E'(0)=Q_0$ and $E''(0)=k_{\rm fr}-g^TH^{-1}g$.

*Proof.* The Taylor expansion to second order in $(\kappa,s)$ jointly is

$$\Phi=E_0-sQ_0+\tfrac12k_{\rm fr}s^2+\tfrac12\kappa^TH\kappa-s\,g\cdot\kappa+\text{third order}.$$

The stationarity condition $\partial_\kappa\Phi=H\kappa-sg+\text{second order}=0$ has, because $H$ is invertible, a unique smooth solution $\kappa(s)=sH^{-1}g+O(s^2)$. Inserting it, $\tfrac12\kappa^TH\kappa=\tfrac12s^2g^TH^{-1}g+O(s^3)$ and $-s\,g\cdot\kappa=-s^2g^TH^{-1}g+O(s^3)$. Therefore $E(s)=E_0-sQ_0+\tfrac12s^2\,(k_{\rm fr}-g^TH^{-1}g)+O(s^3)$. $\square$

The first result of Lemma 5 is the Hellmann–Feynman theorem for this variational energy. It is guaranteed only at $\kappa=0$. Away from it $Q(\kappa)$ is still defined, but it is the slope of the energy at a frozen, wrong density.

**Lemma 6 (level-shifted iteration).** Let $D'$ be built from the $n_o$ lowest eigenvectors of $F[D]+b\,(1-D/2)$ with $b\ge0$. Then $D'$ is admissible and $\kappa'=(1-P^{-1}M)\kappa+O(2)$.

*Proof.* Admissibility holds by construction. The matrix $1-D/2$ projects on the current virtual space, so in the current orbitals the shifted matrix $\tilde F$ has occupied block $\varepsilon_i\delta_{ij}+O(1)$, virtual block $(\varepsilon_a+b)\delta_{ab}+O(1)$ and coupling $r=M\kappa+O(2)$. The new occupied space is the invariant subspace of $\tilde F$ near the current one. It is reached by a rotation $e^X$ of the form of Lemma 1, with parameters $x_{ai}$, that removes the coupling. As in Lemma 4, $(e^{-X}\tilde Fe^{X})_{ai}=r_{ai}+(\varepsilon_a+b-\varepsilon_i)x_{ai}+O(2)$, because the $O(1)$ parts of the diagonal blocks multiply $x$, which is itself $O(1)$. Setting this to zero gives $x=-P^{-1}M\kappa+O(2)$; $P$ is invertible by (A2). The subspace carries eigenvalues near $\varepsilon_i$, which are the lowest ones since $\varepsilon_a+b>\varepsilon_i$. The new orbitals are $C_0e^Ke^X=C_0(1+K+X+O(2))$, so $\kappa'=\kappa+x+O(2)$. $\square$

For $b=0$ this is plain Roothaan iteration, with $\kappa'=\kappa-\Omega^{-1}(\Omega+W)\kappa=-\Omega^{-1}W\kappa$.

## Proof of the theorem

The parametrisation and the norm are Lemma 1.

This part has stated the theorem and proved the six lemmas, the first of which gives the parametrisation and the norm of the density error. What remains is to prove parts (a)–(e), draw their consequences and test them on a worked example.
